\section*{Why Hydrogen Leaves Si(001) with Nearly First-Order Kinetics}

\section{Two atoms leave, but the rate follows one power of coverage}

A Si(001) surface covered with hydrogen is heated, and H$_2$ comes off. Each molecule needs two atoms. If the atoms were scattered at random, the chance of finding two together would grow as the square of the coverage, and desorption would be second order. From the monohydride surface it is instead close to first order over much of the coverage range. What removes one power of coverage?

The surface atoms of Si(001) are joined in dimers, and in the monohydride each dimer atom can hold one hydrogen atom. Let $\theta$ be the number of H atoms per surface Si atom, $0\le\theta\le1$, and let $\theta_0,\theta_1,\theta_2$ be the fractions of dimers holding zero, one and two H atoms. Suppose first that H$_2$ forms from the two atoms of one full dimer, with rate constant $k$. A full dimer loses two atoms from two sites, so
\begin{equation}
\frac{d\theta}{dt}=-k\theta_2 .
\label{rate}
\end{equation}
The kinetic order is then a question about how $\theta_2$ depends on $\theta$. Three contributions enter: the pairing energy, the hopping that lets atoms use it, and the route by which H$_2$ forms.

\section{First contribution: the pairing energy}

A bare dimer has a weak $\pi$ bond between its two atoms. One H atom destroys it; a second H on the same dimer destroys nothing further. Two singly occupied dimers therefore cost more energy than one full and one empty dimer. Call the difference $E_p>0$, and define
\begin{equation}
K=e^{E_p/k_BT}.
\end{equation}

Assume that dimers do not interact with each other and that hopping keeps them in equilibrium at the current coverage. Let $z$ be the statistical weight of one H atom on an otherwise empty dimer. There are two ways to place one atom, and a full dimer gains the factor $K$, so the sum of weights per dimer is
\begin{equation}
\Xi=1+2z+Kz^2,\qquad
\theta_0=\frac1\Xi,\quad \theta_1=\frac{2z}{\Xi},\quad
\theta_2=\frac{Kz^2}{\Xi}.
\end{equation}
With $x=\theta_1/2$, the probability of a lone atom on one chosen side of a dimer, these give
\begin{equation}
\theta_2\theta_0=Kx^2 .
\label{mass}
\end{equation}
Counting atoms gives $\theta=\theta_2+x$, and counting dimers gives $\theta_0+2x+\theta_2=1$. Hence $\theta_2=\theta-x$ and $\theta_0=1-\theta-x$. Inserting both in (\ref{mass}),
\begin{align}
(\theta-x)(1-\theta-x)&=Kx^2,\nonumber\\
\theta(1-\theta)-x+x^2&=Kx^2,\nonumber\\
(K-1)x^2+x-\theta(1-\theta)&=0 .
\label{quad}
\end{align}
The positive root, multiplied above and below by $1+R$, is
\begin{equation}
x=\frac{R-1}{2(K-1)}=\frac{2\theta(1-\theta)}{1+R},\qquad
R=\sqrt{1+4(K-1)\theta(1-\theta)} .
\end{equation}
The second form also holds at $K=1$. Subtracting $x$ from $\theta$,
\begin{equation}
\theta_2=\theta\,\frac{1+R-2(1-\theta)}{1+R}
=\theta\,\frac{R-1+2\theta}{R+1}.
\label{full}
\end{equation}

The local order is $n=d\ln\theta_2/d\ln\theta$ at fixed temperature. Differentiating (\ref{quad}) gives $[1+2(K-1)x]\,dx/d\theta=1-2\theta$. The bracket equals $R$, so
\begin{equation}
\frac{d\theta_2}{d\theta}=1-\frac{1-2\theta}{R}=\frac{R-1+2\theta}{R}.
\label{slope}
\end{equation}
Multiplying by $\theta/\theta_2$ from (\ref{full}) cancels the common factor:
\begin{equation}
n=\frac{R+1}{R}=1+\frac1R .
\label{order}
\end{equation}

\subsection*{Limits}

Without pairing energy, $K=1$, $R=1$, $\theta_2=\theta^2$ and $n=2$. When $K\theta(1-\theta)\gg1$,
\begin{equation}
n-1\simeq\frac{1}{2\sqrt{K\theta(1-\theta)}} ,
\end{equation}
and the order approaches one. Most atoms then sit in pairs, and $\theta_2$ nearly equals $\theta$.

The window closes at both ends. For $K\theta\ll1$ atoms are so dilute that entropy separates them: $\theta_2\simeq K\theta^2$ and $n\to2$. Pairing still raises the rate by the factor $K$, but no longer changes the order. Near saturation put $\delta=1-\theta$ with $K\delta\ll1$. The vacancies are now dilute and each spoils its own dimer, so $\theta_2\simeq1-2\delta$ while $\theta=1-\delta$, and again $n\to2$. The order is halfway, $n=1.5$, when $R=2$, that is at $\theta(1-\theta)=3/[4(K-1)]$. Since $\theta(1-\theta)\le1/4$, this needs $K\ge4$; for weaker pairing the order stays above 1.5 at every coverage.

\subsection*{Numbers at 800 K}

Take $E_p=0.30$ eV. With $k_BT=0.06894$ eV, $K=e^{0.30/0.06894}=77.6$. At $\theta=0.5$, $R=\sqrt K=8.81$, so $x=0.5/9.81=0.051$, $\theta_2=0.449$ and $n=1+1/8.81=1.11$. Other coverages follow in the same way:

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $\theta_2$ & $\theta_2/\theta$ & random $\theta^2$ & $n$\\
0.01 & 0.0034 & 0.34 & 0.0001 & 1.50\\
0.10 & 0.072 & 0.72 & 0.010 & 1.19\\
0.50 & 0.449 & 0.90 & 0.250 & 1.11\\
0.90 & 0.872 & 0.97 & 0.810 & 1.19\\
0.99 & 0.983 & 0.99 & 0.980 & 1.50
\end{tabular}
\end{center}

Between $\theta=0.9$ and $0.1$ the ratio $\theta_2/\theta$ falls by about a quarter; for random atoms it would fall ninefold. This is the sense in which the number of pairs is almost proportional to coverage. The order 1.5 at $\theta=0.99$ is hard to see in a decay curve, because the rate there differs from $k\theta$ by less than one per cent.

\section{What pairing does to a decay at fixed temperature}

Equation (\ref{rate}) can be integrated with $z$ as the variable. From $\theta=(z+Kz^2)/\Xi$,
\begin{align}
\frac{d\theta}{dz}
&=\frac{(1+2Kz)(1+2z+Kz^2)-(z+Kz^2)(2+2Kz)}{\Xi^2}\nonumber\\
&=\frac{1+2Kz+Kz^2}{\Xi^2}.
\end{align}
Setting $(d\theta/dz)(dz/dt)=-kKz^2/\Xi$ and separating variables,
\begin{equation}
-kK\,dt=\frac{1+2Kz+Kz^2}{z^2\,\Xi}\,dz
=\left[\frac1{z^2}+\frac{2(K-1)}z-\frac{(K-1)(2Kz+4)}{\Xi}\right]dz .
\end{equation}
Putting the bracket over the common denominator $z^2\Xi$ recovers the numerator: the $z$ terms give $2+2(K-1)=2K$, the $z^2$ terms give $K+4(K-1)-4(K-1)=K$, and the $z^3$ terms cancel. In the last term write $2Kz+4=d\Xi/dz+2$, and use $K\Xi=(Kz+1)^2+K-1$ to integrate $2/\Xi$. For $K>1$ the result is
\begin{align}
kKt&=F(z_s)-F(z),\label{time}\\
F(z)&=(K-1)\left[\ln\frac{z^2}{\Xi}
-\frac{2}{\sqrt{K-1}}\arctan\frac{Kz+1}{\sqrt{K-1}}\right]-\frac1z ,\nonumber
\end{align}
where $z_s$ is the starting value. At late times $z\simeq\theta$ and the term $1/z$ dominates, so $\theta\simeq1/(kKt)$: the tail is second order. With the values used here this form is still about 10\% too low at $\theta=10^{-4}$, and it becomes accurate only below that.

Let the desorption barrier be 2.5 eV and the prefactor $10^{15}$ s$^{-1}$, so that $k=0.178$ s$^{-1}$ at 800 K. For a fall from $\theta=0.90$ to $0.09$, the relation $z=x/\theta_0$ gives $z_s=0.396$ and a final $z=0.0304$. Then $F(z_s)=-369.2$, $F(z)=-584.3$, and
\begin{equation}
t=\frac{215.1}{0.1781\times77.61\ \mathrm{s^{-1}}}=15.6\ \mathrm{s}.
\end{equation}
Strict first order with the same $k$ takes $\ln10/k=12.9$ s. Random pairs take $(1/0.09-1/0.90)/k=56.1$ s. The paired surface is thus 20\% slower than first order, while the random one is slower by a factor of 4.3.

\section{The same contribution in a heating ramp}

In temperature-programmed desorption the sample is heated at a constant rate $\beta$ and the signal is $k(T)\theta_2$. Let $E_d$ be the desorption barrier. If the change of $K$ with temperature is ignored for the moment, the peak condition $d(k\theta_2)/dT=0$, with $d\theta/dT=-k\theta_2/\beta$, reads
\begin{equation}
\frac{E_d}{k_BT^2}=\frac{k(T)}{\beta}\,\frac{d\theta_2}{d\theta}.
\label{peak}
\end{equation}
For first order the last factor is one, and the peak does not move with initial coverage. For random pairs it is $2\theta$. A tenfold lower coverage then needs a tenfold larger $k$, and the peak moves up by about $(k_BT^2/E_d)\ln10=22\times2.3\approx51$ K.

For paired atoms the factor is $n\theta_2/\theta$. At 800 K it is 1.00 at $\theta=0.5$ and still 0.77 at $\theta=0.05$, which corresponds to a shift of only about $22\ln(1.00/0.77)\approx6$ K. Integrating the ramp at $\beta=5$ K/s, with $K$ following the temperature, gives these peaks:

\begin{center}
\begin{tabular}{cccc}
initial $\theta$ & paired (K) & random (K) & first order (K)\\
1.0 & 805.4 & 804.0 & 805.1\\
0.5 & 806.6 & 818.9 & 805.1\\
0.1 & 810.5 & 855.6 & 805.1
\end{tabular}
\end{center}

The shifts from $\theta=1.0$ to $0.1$ are 5 K for paired and 52 K for random atoms. From a full layer the random peak lies slightly below the first-order one. By (\ref{peak}) this means that $2\theta$ at the peak is a little above one: slightly more than half the layer is still present.

\section{Second contribution: hopping}

An energy gain cannot bring atoms together unless they move. To isolate this, consider a ring of five dimers on which atoms hop to the other site of their dimer or to the same side of a neighbouring dimer. The hopping rate is $h$, reduced to $h/K$ when the hop lowers the number of full dimers. Place four atoms at random, averaging over all placements, and keep $K=77.6$. With $h/k=10^6$ the ring empties in a mean time $1.64/k$. With $h/k=0.01$ it takes $264/k$. Lone atoms are then stranded and wait a time of order $1/h=100/k$ for each hop.

A surface that starts completely full is different. If nothing moved, every atom would keep its partner, and $\theta=\theta_2=e^{-kt}$ would be strictly first order with no pairing energy at all. Once atoms do move, the pairing energy is what keeps most of them from separating. Fast hopping without it gives the random result, $n=2$.

On the large surface, hopping enters the balance of full dimers as
\begin{equation}
\frac{d\theta_2}{dt}=-k\theta_2+4h\left(x^2-\frac{\theta_2\theta_0}{K}\right).
\end{equation}
The gain term has the factor 4 because there are $2x$ lone atoms per dimer, each with two neighbouring dimers, and each neighbour offers a suitable half-filled dimer with probability $x$. In the reverse process, two atoms of a full dimer can each go to two neighbours, empty with probability $\theta_0$, at rate $h/K$. For a hopping barrier of 1.7 eV and prefactor $10^{13}$ s$^{-1}$, $h=195$ s$^{-1}$, about 1100 times $k$. In this mean-field estimate the decay time of the previous example changes by 0.015\% relative to instant equilibrium. The estimate ignores the time a lone atom needs to find a distant partner, so it is not a bound. Nor does the small change by itself show that hopping is fast. That example starts from a layer already paired, and with no hopping at all the fall to $\theta=0.09$ would take $\ln[0.8716/(0.09-0.0284)]/k=14.9$ s, only 4\% less than 15.6 s. The difference would show later: the lone atoms, a coverage of 0.028, would never leave.

\section{Third contribution: the desorption route}

So far H$_2$ came from one dimer. It can also form from two H atoms on the same side of adjacent dimers, and the count of reactive pairs then changes.

\textbf{Two-atom route.} Both dimers hold one atom, on the same side. For two possible sides the probability is
\begin{equation}
2x^2=\frac{2\theta_2\theta_0}{K},\qquad
\frac{d\ln x^2}{d\ln\theta}=\frac{2\theta}{x}\,\frac{1-2\theta}{R}
=\frac{(1-2\theta)(1+R)}{(1-\theta)R}.
\end{equation}
The order is 1.06 at $\theta=0.1$ but zero at $\theta=0.5$, where the number of lone atoms is largest. For $1/K\ll\theta\ll1$ this route is nearly first order, even though its reactants are unpaired atoms: their number is set by equilibrium with the pairs.

\textbf{Four-atom route.} Both dimers are full. The probability is $\theta_2^2$ and the order is $2n$: 2.37 at $\theta=0.1$ and 2.23 at $\theta=0.5$. Pairing on dimers alone makes this route roughly second order.

\textbf{Both together.} Let $r_a$ and $r_b$ be the rate constants per same-side pair for the two routes. A pair of full dimers has two such sides, so the total rate is
\begin{equation}
2r_ax^2+2r_b\theta_2^2
=2r_b\,\theta_2\left(\frac{r_a}{Kr_b}\theta_0+\theta_2\right).
\end{equation}
If $r_a=Kr_b$, the bracket is $\theta_0+\theta_2=1-2x$, which stays close to one. The orders are then 1.16 at $\theta=0.1$ and 1.11 at $\theta=0.5$. With equal prefactors, the condition means that the two-atom barrier is lower by $E_p$. This balance gives orders between 1.1 and 1.2 from $\theta=0.05$ to $0.7$, rising to 1.47 at $\theta=0.9$. It is fairly delicate: at $\theta=0.5$, halving $r_a$ gives 1.48 and doubling it gives 0.74. It is an assumed balance, not a result for silicon. Mixed routes with three atoms are left out.

Could attraction between full dimers rescue the four-atom route? Give each adjacent full pair in a row an extra binding of 0.05 eV, a weight factor $e^{0.05/0.06894}=2.07$, and solve the row by its transfer matrix. The four-atom order falls to 2.25 and 1.87 at $\theta=0.1$ and $0.5$, still far from one. An attraction of this strength is not enough, though a much stronger one would bring the order closer to one. The single-dimer order barely moves, to 1.20 and 1.10.

\section{Weighing the contributions on a real surface}

The energies and prefactors used here are rough typical values for H on Si(001), and a peak near 800 K at a few K/s is in the right region. The order is sensitive to the pairing energy. At $\theta=0.30$ and 800 K, 0.20 eV gives $n=1.25$ and 0.40 eV gives $n=1.06$. Vibrational changes on pairing, omitted here, would multiply $K$; a factor of two is equivalent to $k_BT\ln2\approx0.05$ eV. Dihydride, steps and defects are also omitted.

Real surfaces also break the assumption of a single-dimer route, since interdimer routes are known to operate. Within this model that choice can move the order at half coverage from 1.1 to 0 or 2.2, whereas the row attraction tried above moves the single-dimer order there by only 0.01. Slow hopping matters when atoms start out scattered, or when the last lone atoms must leave; it hardly changes the decay of a layer that starts paired and is followed only to $\theta=0.09$. An observed order near one therefore agrees with pairing but does not identify the route.

In a deposition reactor, H$_2$ can also return. At $\theta=0.5$ and 800 K the single-dimer model releases $2.7\times10^{13}$ molecules cm$^{-2}$ s$^{-1}$. With $10^{-6}$ Torr of H$_2$ at 300 K and an assumed sticking probability of $10^{-5}$, readsorption is $5\times10^{-4}$ of this. It grows in proportion to pressure, so at the same sticking probability it would match desorption near $2\times10^{-3}$ Torr. If the sticking probability did not change with coverage, this matching pressure would fall in proportion to $\theta_2$, to about $3\times10^{-4}$ Torr at $\theta=0.1$. In the single-dimer model, however, the reverse process needs an empty dimer, so sticking scales as $\theta_0$ and the matching pressure as $\theta_2/\theta_0$: about $1.6\times10^{-4}$ Torr at $\theta=0.1$ and $2\times10^{-2}$ Torr at $\theta=0.9$. Near and above such pressures a readsorption term must be added to (\ref{rate}), along with any hydrogen supplied by the deposition gas.

Within the single-dimer model the first-order appearance has a definite origin and definite limits; the model does not show that this is the cause on the real surface. When full dimers are the reactive units and hopping is fast, pairing makes their number nearly proportional to coverage for $K\theta(1-\theta)\gg1$. The values used here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature: 800 K; pairing energy: 0.30 eV
Desorption: barrier 2.50 eV, prefactor 1.0e+15 1/s
Hopping: barrier 1.70 eV, prefactor 1.0e+13 1/s
Thermal energy: 0.06894 eV; pairing factor K: 77.61
Desorption rate constant: 0.1781 1/s
Hopping rate constant: 195.2 1/s; hop/des: 1096
theta | full | half-single x | full/theta | random full | order
0.01 | 0.0034 | 0.0066 | 0.342 | 0.0001 | 1.498
0.05 | 0.0308 | 0.0192 | 0.616 | 0.0025 | 1.254
0.10 | 0.0716 | 0.0284 | 0.716 | 0.0100 | 1.187
0.30 | 0.2538 | 0.0462 | 0.846 | 0.0900 | 1.124
0.50 | 0.4490 | 0.0510 | 0.898 | 0.2500 | 1.114
0.90 | 0.8716 | 0.0284 | 0.968 | 0.8100 | 1.187
0.99 | 0.9834 | 0.0066 | 0.993 | 0.9801 | 1.498
Order 1.5 at theta: 0.0099 and 0.9901
Decay from theta 0.90 to 0.09:
  paired: 15.56 s
  strict first order: 12.93 s
  random pairs: 56.14 s
Surface site density: 6.781e+14 1/cm2
H2 flux at theta 0.50: 2.711e+13 1/(cm2 s)
Ring of 5 dimers, mean emptying times in units 1/k:
  full start, fast hopping: 2.4447
  full start, equilibrium sum: 2.4447
  four random atoms, hop/des 1e6: 1.640
  four random atoms, hop/des 0.01: 264.1
TPD heating rate: 5.0 K/s
Initial theta | paired peak | random peak | first-order peak (K)
1.0 | 805.4 | 804.0 | 805.0
0.5 | 806.6 | 818.9 | 805.0
0.2 | 808.5 | 839.4 | 805.0
0.1 | 810.5 | 855.6 | 805.0
Peak shift, theta 1.0 to 0.1: paired 5.2 K, random 51.6 K
Interdimer orders: theta | two-atom | four-atom | balanced sum
0.1 | 1.055 | 2.374 | 1.155
0.5 | 0.000 | 2.227 | 1.114
Finite hopping changes decay time by: 0.015 %
Row attraction: 0.05 eV; orders below
  theta 0.1: single-dimer 1.198, four-atom 2.253
  theta 0.5: single-dimer 1.104, four-atom 1.873
Order at theta 0.30, pairing 0.20 eV: 1.254
Order at theta 0.30, pairing 0.40 eV: 1.060
Background H2: 1.0e-06 Torr, 300 K, sticking 1.0e-05
Readsorption / desorption at theta 0.50: 5.27e-04
\end{verbatim}
